# Why thick high-permittivity dielectrics can weaken short-channel control: verification in Python

```python
# Result under test: at fixed equivalent oxide thickness (EOT), a thicker
# dielectric of higher permittivity lengthens the reach of source and drain
# into a two-dimensional channel, because the dielectric carries lateral field.
# Geometry: polarizable sheet at y=0, gates at y=+t and y=-t, channel 0<x<L.
# eps: relative permittivity of dielectric; t = eps*EOT/3.9: its thickness
# alpha: in-plane polarizability length of the sheet; all lengths in nm
# lam = 1/q: decay length, with q*tan(q*t) = 2*eps/alpha (smallest root)
# Bounds: alpha*s/2+t^2/3 <= lam^2 <= alpha*s/2+4*t^2/pi^2, s=EOT/3.9
# Influence: channel potential for one contact at 1, other electrodes at 0.
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

ALPHA = 10.0
EOT = 1.0
EPS_OX = 3.9
LENGTH = 12.0
TEMP = 300.0
EPS_LIST = (3.9, 10.0, 20.0)
s = EOT / EPS_OX


def wave_numbers(eps, t, alpha=ALPHA, count=30):
    b = 2 * eps * t / alpha
    roots = [brentq(lambda z: z*np.sin(z) - b*np.cos(z),
                    n*np.pi, (n + 0.5)*np.pi, xtol=1e-13)
             for n in range(count)]
    return np.array(roots) / t


def decay_length(eps, t, alpha=ALPHA):
    return 1 / wave_numbers(eps, t, alpha, 1)[0]


def flux_share(eps, t):
    q = wave_numbers(eps, t, count=1)[0]
    diel = 2 * eps * np.tan(q*t/2) / q
    return diel / (ALPHA + diel)


def modes(eps, t):
    q = wave_numbers(eps, t)
    first = np.tan(q*t/2) / q
    second = (t/2 - np.sin(2*q*t)/(4*q)) / np.sin(q*t)**2
    c = (ALPHA + 2*eps*first) / (ALPHA + 2*eps*second)
    return q, c


def drain_influence(x, length, q, c):
    ratio = (np.exp(-(length - x)*q) * (1 - np.exp(-2*x*q))
             / (1 - np.exp(-2*length*q)))
    return float(np.sum(c * ratio))


def section_eigen(eps, t, alpha=ALPHA, n=400):
    """Decay length and mode from the discretized cross-section."""
    h = t / n
    k = (np.diag(np.full(n, 2.0)) - np.diag(np.ones(n-1), 1)
         - np.diag(np.ones(n-1), -1)) * eps / h
    k[0, 0] = eps / h
    m = np.full(n, eps*h)
    m[0] = eps*h/2 + alpha/2
    val, vec = eigh(k, np.diag(m), subset_by_index=[0, 0])
    f = vec[:, 0] / vec[0, 0]
    diel = 2 * eps * h * (f.sum() - 0.5*f[0])
    return 1/np.sqrt(val[0]), diel/(alpha + diel)


def laplace(eps_x, eps_y, t, half, overlap=0.0, dx=0.05, ny=80):
    """Both contacts at 1, gates at 0; x is measured from mid-channel.
    overlap=0: full-height contacts; otherwise thin sheet contacts
    that continue under the gates. Finite volumes, upper right quarter."""
    nx = int(round((half + overlap) / dx))
    dy = t / ny
    idx = np.arange((nx+1)*(ny+1)).reshape(nx+1, ny+1)
    wy = np.full(ny+1, dy)
    wy[[0, -1]] = dy/2
    wx = np.full(nx+1, dx)
    wx[[0, -1]] = dx/2
    gx = eps_x * wy / dx
    gx[0] += ALPHA / (2*dx)
    gx = np.broadcast_to(gx, (nx, ny+1)).ravel()
    gy = np.broadcast_to((eps_y*wx/dy)[:, None], (nx+1, ny)).ravel()
    a = np.concatenate([idx[:-1].ravel(), idx[:, :-1].ravel()])
    b = np.concatenate([idx[1:].ravel(), idx[:, 1:].ravel()])
    g = np.concatenate([gx, gy])
    mat = coo_matrix((np.concatenate([g, g, -g, -g]),
                      (np.concatenate([a, b, a, b]),
                       np.concatenate([a, b, b, a]))),
                     shape=(idx.size, idx.size)).tocsr()
    v = np.zeros(idx.shape)
    fixed = np.zeros(idx.shape, dtype=bool)
    if overlap == 0:
        v[-1, :] = 1
        fixed[-1, :] = True
    else:
        edge = int(round(half/dx))
        v[edge:, 0] = 1
        fixed[edge:, 0] = True
    v[:, -1] = 0
    fixed[:, -1] = True
    flat = v.ravel()
    free = np.flatnonzero(~fixed.ravel())
    held = np.flatnonzero(fixed.ravel())
    rows = mat[free]
    flat[free] = spsolve(rows[:, free].tocsc(), -rows[:, held] @ flat[held])
    return flat.reshape(idx.shape)


def dibl_direct(length, q, c):
    """Gate shift that keeps the barrier at -0.3 V, per drain volt."""
    def barrier(vg, vd):
        def potential(x):
            ad = drain_influence(x, length, q, c)
            a_s = drain_influence(length - x, length, q, c)
            return vg*(1 - ad - a_s) + vd*ad
        return minimize_scalar(potential, method="bounded",
                               bounds=(0.1*length, 0.9*length),
                               options={"xatol": 1e-8}).fun
    step = 0.01
    vg = [brentq(lambda g: barrier(g, vd) + 0.3, -3, -0.1, xtol=1e-12)
          for vd in (step, -step)]
    return -(vg[0] - vg[1]) / (2*step)


lam0 = np.sqrt(ALPHA*s/2)
eps_star = np.sqrt(3*ALPHA/(2*s))
swing0 = constants.k*TEMP/constants.e*np.log(10)*1e3
print(f"sheet polarizability length: {ALPHA:.1f} nm")
print(f"EOT per gate: {EOT:.1f} nm; s = EOT/3.9: {s:.4f} nm")
print(f"channel length: {LENGTH:.1f} nm; temperature: {TEMP:.0f} K")
print(f"decay length without lateral dielectric field: {lam0:.3f} nm")
print(f"crossover permittivity: {eps_star:.2f}")
print(f"ideal swing: {swing0:.2f} mV/decade")

fields, lams, influences, overlaps = [], [], [], []
for eps in EPS_LIST:
    t = eps*s
    lam = decay_length(eps, t)
    lam_num, share_num = section_eigen(eps, t)
    share = flux_share(eps, t)
    assert abs(lam_num/lam - 1) < 1e-4
    assert abs(share_num - share) < 1e-4
    low = np.sqrt(lam0**2 + t**2/3)
    high = np.sqrt(lam0**2 + 4*t**2/np.pi**2)
    assert low < lam_num < high

    q, c = modes(eps, t)
    a_mid = drain_influence(LENGTH/2, LENGTH, q, c)
    v = laplace(eps, eps, t, LENGTH/2)
    assert abs(v[0, 0]/(2*a_mid) - 1) < 5e-3  # grid error
    # Lateral convexity at every interior node and on the sheet
    assert np.min(v[2:] - 2*v[1:-1] + v[:-2]) > -1e-11

    # Control: remove only the lateral permittivity of the dielectric
    off = laplace(0.0, eps, t, LENGTH/2)[0, 0]
    off_formula = 1/np.cosh(LENGTH/(2*lam0))
    assert abs(off/off_formula - 1) < 5e-3

    dibl = a_mid/(1 - 2*a_mid)
    assert abs(dibl_direct(LENGTH, q, c)/dibl - 1) < 2e-3
    swing = swing0/(1 - 2*a_mid)
    need = brentq(lambda x: drain_influence(x/2, x, q, c) - 1/12, 1, 80)
    assert abs(dibl_direct(need, q, c) - 0.1) < 3e-4

    # Second contact geometry, with a grid refinement check
    over = laplace(eps, eps, t, LENGTH/2, 3*t)[0, 0]
    coarse = laplace(eps, eps, t, LENGTH/2, 3*t, 0.1, 40)[0, 0]
    assert abs(coarse/over - 1) < 2e-2

    fields.append(v)
    lams.append(lam_num)
    influences.append(v[0, 0])
    overlaps.append(over)
    print(f"--- permittivity {eps:.1f}, thickness {t:.3f} nm")
    print(f"decay length: {lam:.3f} nm; bounds: {low:.3f}, {high:.3f} nm")
    print(f"dielectric share of lateral flux: {100*share:.1f} %")
    print(f"first mode weight: {c[0]:.4f}")
    print(f"drain influence at mid-channel: {a_mid:.5f}")
    print(f"both contacts, series: {2*a_mid:.5f}; grid: {v[0, 0]:.5f}")
    print(f"both contacts, lateral field off: {off:.5f}")
    print(f"DIBL: {1e3*dibl:.1f} mV/V; swing: {swing:.1f} mV/decade")
    print(f"channel length for DIBL 100 mV/V: {need:.2f} nm")
    print(f"both contacts, thin contacts under gates: {over:.4f}")

# Rising permittivity at fixed EOT worsens control in both geometries
assert np.all(np.diff(lams) > 0)
assert np.all(np.diff(influences) > 0)
assert np.all(np.diff(overlaps) > 0)
# The same holds at every node of equal scaled height y/t
for lower, higher in zip(fields[:-1], fields[1:]):
    assert np.min(higher - lower) > -1e-11

# The decay in a long device with thin contacts follows the same length
eps = EPS_LIST[-1]
t = eps*s
long_v = laplace(eps, eps, t, 24.0, 3*t, 0.1, 80)
lam_fit = 4.0/np.arccosh(long_v[40, 0]/long_v[0, 0])
assert abs(lam_fit/decay_length(eps, t) - 1) < 1e-2
print("--- controls")
print(f"decay length from long device, eps 20: {lam_fit:.3f} nm")

# At fixed physical thickness a higher permittivity helps
t_fixed = EOT
lam_low = section_eigen(3.9, t_fixed)[0]
lam_high = section_eigen(20.0, t_fixed)[0]
v_low = laplace(3.9, 3.9, t_fixed, LENGTH/2)[0, 0]
v_high = laplace(20.0, 20.0, t_fixed, LENGTH/2)[0, 0]
assert lam_high < lam_low and v_high < v_low
print(f"fixed thickness: {t_fixed:.1f} nm")
print(f"decay length there, eps 3.9: {lam_low:.3f} nm")
print(f"decay length there, eps 20: {lam_high:.3f} nm")
print(f"both contacts there, eps 3.9: {v_low:.5f}; eps 20: {v_high:.6f}")

# A strongly polarizable body hides the effect
alpha_big = 100.0
big = [section_eigen(e, e*s, alpha_big)[0] for e in (3.9, 20.0)]
ratio_thin = lams[-1]/lams[0]
ratio_big = big[1]/big[0]
assert 1 < ratio_big < ratio_thin
print(f"larger polarizability length: {alpha_big:.0f} nm")
print(f"its decay lengths, eps 3.9 and 20: {big[0]:.3f}, {big[1]:.3f} nm")
print(f"decay-length ratio, 10 nm sheet: {ratio_thin:.3f}")
print(f"decay-length ratio, 100 nm body: {ratio_big:.3f}")
print("finished without a failed check")
```

Printed output:

```
sheet polarizability length: 10.0 nm
EOT per gate: 1.0 nm; s = EOT/3.9: 0.2564 nm
channel length: 12.0 nm; temperature: 300 K
decay length without lateral dielectric field: 1.132 nm
crossover permittivity: 7.65
ideal swing: 59.53 mV/decade
--- permittivity 3.9, thickness 1.000 nm
decay length: 1.277 nm; bounds: 1.271, 1.299 nm
dielectric share of lateral flux: 29.1 %
first mode weight: 1.0997
drain influence at mid-channel: 0.01000
both contacts, series: 0.02001; grid: 0.02001
both contacts, lateral field off: 0.01000
DIBL: 10.2 mV/V; swing: 60.7 mV/decade
channel length for DIBL 100 mV/V: 6.57 nm
both contacts, thin contacts under gates: 0.0177
--- permittivity 10.0, thickness 2.564 nm
decay length: 1.944 nm; bounds: 1.864, 1.987 nm
dielectric share of lateral flux: 75.1 %
first mode weight: 1.2414
drain influence at mid-channel: 0.05654
both contacts, series: 0.11307; grid: 0.11308
both contacts, lateral field off: 0.01000
DIBL: 63.7 mV/V; swing: 67.1 mV/decade
channel length for DIBL 100 mV/V: 10.48 nm
both contacts, thin contacts under gates: 0.0754
--- permittivity 20.0, thickness 5.128 nm
decay length: 3.424 nm; bounds: 3.170, 3.455 nm
dielectric share of lateral flux: 92.7 %
first mode weight: 1.2701
drain influence at mid-channel: 0.21160
both contacts, series: 0.42321; grid: 0.42321
both contacts, lateral field off: 0.01000
DIBL: 366.9 mV/V; swing: 103.2 mV/decade
channel length for DIBL 100 mV/V: 18.61 nm
both contacts, thin contacts under gates: 0.2436
--- controls
decay length from long device, eps 20: 3.424 nm
fixed thickness: 1.0 nm
decay length there, eps 3.9: 1.277 nm
decay length there, eps 20: 0.791 nm
both contacts there, eps 3.9: 0.02001; eps 20: 0.001247
larger polarizability length: 100 nm
its decay lengths, eps 3.9 and 20: 3.627, 4.729 nm
decay-length ratio, 10 nm sheet: 2.682
decay-length ratio, 100 nm body: 1.304
finished without a failed check
```
